# The Kohn–Sham Potential of a Stretched Two-Electron Bond: Peak and Step

**Q.** You want the exact Kohn–Sham potential of a bond being pulled apart, but the exact functional is unknown. How can you have the one without the other?

**A.** For two electrons in a singlet ground state, the density is enough. The Kohn–Sham system puts both electrons in one orbital \(\phi\), so \(n=2\phi^2\). As a lowest orbital, \(\phi\) has no nodes and can be taken positive, so \(\phi=\sqrt{n/2}\). I use hartree atomic units. The orbital equation \(-\tfrac12\nabla^2\phi+v_s\phi=\varepsilon\phi\), divided by \(\phi\), gives

\[
v_s=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{1}
\]

The factor \(1/\sqrt2\) cancels in the ratio.

**Q.** That leaves the constant \(\varepsilon\) free, and a step is a statement about constants.

**A.** I fix it by requiring \(v_s\to0\) at infinity. When one electron is far out, the other is left in the ground state of the ion, with energy \(E(1)\). The outer electron's amplitude \(f\) then obeys \(-\tfrac12\nabla^2f=[E(2)-E(1)]f\) at large distance. The density there is proportional to \(f^2\), so \(\sqrt n\propto f\) and the last term of (1) tends to \(E(1)-E(2)\). Hence \(\varepsilon=E(2)-E(1)\), minus the ionization energy of the whole molecule.

Let atom A, on the left, hold one electron in \(\phi_A\), and atom B, on the right, one in \(\phi_B\):

\[
\left(-\tfrac12\nabla^2+v_A\right)\phi_A=-I_A\phi_A,\qquad
\left(-\tfrac12\nabla^2+v_B\right)\phi_B=-I_B\phi_B,
\]

with \(I_A\ge I_B\). At large separation \(R\), \(E(2)\to-I_A-I_B\). The cheapest ionization removes B's electron, so \(E(1)\to-I_A\) and \(\varepsilon\to-I_B\).

**Q.** You have assumed one electron on each atom. Could both end up on A?

**A.** They could, and then the argument fails. With both on A the energy is \(-I_A\) minus the electron affinity of A. The neutral arrangement is lower if \(I_B\) exceeds that affinity, and I assume this. The stretched singlet then approaches the Heitler–London form

\[
\Psi=\frac{\phi_A(1)\phi_B(2)+\phi_B(1)\phi_A(2)}{\sqrt{2(1+S^2)}},\qquad S=\int\phi_A\phi_B .
\]

Squaring gives \(\phi_A^2(1)\phi_B^2(2)+\phi_B^2(1)\phi_A^2(2)+2\phi_A\phi_B(1)\,\phi_A\phi_B(2)\) over \(2(1+S^2)\). Integrating over electron 2 and multiplying by two electrons,

\[
n=\frac{\phi_A^2+\phi_B^2+2S\phi_A\phi_B}{1+S^2}\;\to\;n_A+n_B,\qquad n_A=\phi_A^2,\; n_B=\phi_B^2 .
\]

Since \(2\phi_A\phi_B\le\phi_A^2+\phi_B^2\), the cross term is at most a fraction \(S\) of the sum at every point, and \(S\to0\).

**Q.** That covers the Heitler–London density. In the middle of the bond the true density is tiny, and (1) divides by it. A small absolute error could ruin everything.

**A.** What counts there is the relative error: it and its first two derivatives should vanish as \(R\) grows. I take that as the leading-order assumption, and return to it with an interacting calculation that does not make it.

**Q.** Then what does (1) give for a sum of two densities?

**A.** Write \(f=\sqrt{n_A+n_B}\), the weights \(p=n_A/n\) and \(q=n_B/n=1-p\), and the logarithmic slopes \(\mathbf g_i=\nabla\ln\phi_i\). Differentiating \(f^2=\phi_A^2+\phi_B^2\) once and halving,

\[
f\nabla f=\phi_A\nabla\phi_A+\phi_B\nabla\phi_B
\quad\Rightarrow\quad \frac{\nabla f}{f}=p\,\mathbf g_A+q\,\mathbf g_B .
\]

The divergence of the first equation is

\[
|\nabla f|^2+f\nabla^2f=\sum_{i}\left(|\nabla\phi_i|^2+\phi_i\nabla^2\phi_i\right).
\]

Divide by \(f^2\) and move the first term to the right:

\[
\frac{\nabla^2f}{f}=p\frac{\nabla^2\phi_A}{\phi_A}+q\frac{\nabla^2\phi_B}{\phi_B}
+p|\mathbf g_A|^2+q|\mathbf g_B|^2-|p\mathbf g_A+q\mathbf g_B|^2 .
\]

In the last three terms, \(|\mathbf g_A|^2\) has the factor \(p-p^2=pq\), \(|\mathbf g_B|^2\) has \(q-q^2=pq\), and \(\mathbf g_A\cdot\mathbf g_B\) has \(-2pq\). Together they are \(pq|\mathbf g_A-\mathbf g_B|^2\). The atomic equations give \(\nabla^2\phi_i/(2\phi_i)=v_i+I_i\). Halving everything,

\[
v_s-\varepsilon=p(v_A+I_A)+q(v_B+I_B)+\tfrac12pq\,|\mathbf g_A-\mathbf g_B|^2 . \tag{2}
\]

For the density \(n_A+n_B\) this is an identity in any dimension. The last term is half the variance of the logarithmic slope, when slope A has probability \(p\) and slope B has probability \(q\).

**Q.** Where is the step in that?

**A.** Near A, \(p\to1\) and \(q\to0\), so the last term disappears. With \(\varepsilon=-I_B\),

\[
v_s\to v_A+I_A-I_B\ \text{ near A},\qquad v_s\to v_B\ \text{ near B}.
\]

Subtract the external potential \(v_A+v_B\) to get the Hartree-exchange-correlation part \(v_{\rm Hxc}\). For short-range atomic potentials it is \(I_A-I_B\) around A and zero around B. The potential is raised around the atom that binds its electron more strongly.

**Q.** Why should that atom be penalized?

**A.** Both electrons occupy one orbital, which must have equal weight on two distant atoms. In the bare potential \(v_A+v_B\) the lowest orbital would be \(\phi_A\), and both electrons would sit on A. The shift moves A's level from \(-I_A\) to \(-I_A+(I_A-I_B)=-I_B\), level with B.

This is hard for simple functionals. The plateau extends into A's tail, where the density is small. A potential that depends on the local density alone and vanishes with it goes to zero in the tails of both atoms, so it shows no step between them. Dependence on derivatives does not by itself rule the step out. Measured from \(\varepsilon\), the two levels are \(I_A\) and \(I_B\), each a property of its own atom, and \(I_B\) enters near A only through the constant \(\varepsilon\). In exponential tails the semilocal expression \(|\nabla n|^2/(8n^2)\) takes just these values, because it does not vanish with the density.

**Q.** And between the atoms? Perhaps the potential just slides from one level to the other.

**A.** Take the axis, far enough from both wells that \(v_A\) and \(v_B\) are negligible. With \(I_A=\alpha^2/2\) and \(I_B=\beta^2/2\), the one-dimensional tails are \(\phi_A=C_Ae^{-\alpha(x+R/2)}\) and \(\phi_B=C_Be^{-\beta(R/2-x)}\). Their slopes are \(-\alpha\) and \(+\beta\), so (2) becomes

\[
F(p)\equiv v_s-\varepsilon=I_Ap+I_B(1-p)+\tfrac12p(1-p)(\alpha+\beta)^2 .
\]

Setting the derivative to zero and using \(I_A-I_B=\tfrac12(\alpha-\beta)(\alpha+\beta)\),

\[
\tfrac12(\alpha-\beta)(\alpha+\beta)+\tfrac12(1-2p)(\alpha+\beta)^2=0
\;\Rightarrow\; p=\frac{\alpha}{\alpha+\beta},\quad q=\frac{\beta}{\alpha+\beta}.
\]

The second derivative is \(-(\alpha+\beta)^2<0\), so this is a maximum. Its value is

\[
F=\frac{\alpha^3+\beta^3}{2(\alpha+\beta)}+\frac{\alpha\beta}{2}
=\frac{\alpha^2-\alpha\beta+\beta^2}{2}+\frac{\alpha\beta}{2}=I_A+I_B .
\]

Adding \(\varepsilon=-I_B\), the top lies at \(v_s=I_A\). That is \(I_A\) above the floor on B's side and \(I_B\) above the plateau around A. For like atoms there is no step, and the peak has height \(I\). In this limit the height does not depend on \(R\).

**Q.** So it is a midbond peak.

**A.** At the midpoint for like atoms, but not for unlike ones. Let \(x_c\) be the point where \(n_A=n_B\). Equating the logarithms of the two tails,

\[
x_c=\frac{(\beta-\alpha)R/2+\ln(C_A/C_B)}{\alpha+\beta},\qquad
\frac pq=e^{-2(\alpha+\beta)(x-x_c)} .
\]

The peak has \(p/q=\alpha/\beta\), so

\[
x_{\rm peak}=x_c-\frac{\ln(\alpha/\beta)}{2(\alpha+\beta)} .
\]

The density minimum follows from \(n'=-2\alpha n_A+2\beta n_B=0\), or \(p/q=\beta/\alpha\). It lies equally far on the other side of \(x_c\). For \(\alpha>\beta\) and large \(R\) all three points lie on A's side of the midpoint, at a distance from it that grows linearly with \(R\), because A's density dies out sooner.

**Q.** I still suspect your choice of wavefunction. Would a molecular orbital show the peak?

**A.** Take like atoms and the normalized combinations \(g=(\phi_A+\phi_B)/\sqrt{2(1+S)}\) and \(u=(\phi_A-\phi_B)/\sqrt{2(1-S)}\). Solving for \(\phi_A,\phi_B\) and inserting them,

\[
\phi_A(1)\phi_B(2)+\phi_B(1)\phi_A(2)=(1+S)\,g(1)g(2)-(1-S)\,u(1)u(2).
\]

The Heitler–London state therefore has two configurations, with occupations \(n_g=(1+S)^2/(1+S^2)\) and \(n_u=(1-S)^2/(1+S^2)\), and \(n=n_gg^2+n_uu^2\). At the midpoint \(u=0\) and \(g'=0\), so \(n'=0\) and \((\sqrt n)''=n''/(2\sqrt n)\). With \(n''=2n_ggg''+2n_uu'^2\),

\[
v_s-\varepsilon=\frac{n''}{4n}=\frac{g''}{2g}+\frac{n_u}{n_g}\frac{u'^2}{2g^2}. \tag{3}
\]

In the tails \(g\propto\cosh\alpha x\), so the first term is \(\alpha^2/2=I\), which \(\varepsilon=-I\) cancels. If both electrons occupy this \(g\), then \(n_u=0\) and there is no peak. In the second term the normalizations give \(u'^2/g^2=\alpha^2(1+S)/(1-S)\), and \(n_u/n_g=(1-S)^2/(1+S)^2\). So

\[
v_s(0)=I\,\frac{1-S}{1+S}\to I .
\]

The peak comes from the second configuration, which keeps the electrons on different atoms.

**Q.** Does a multiconfigurational method need this peak too?

**A.** Not in this limit. For short-range wells,

\[
\left(-\tfrac12\nabla^2+v_A+v_B\right)(\phi_A\pm\phi_B)=-I(\phi_A\pm\phi_B)+v_B\phi_A\pm v_A\phi_B ,
\]

and the last two terms are exponentially small. So \(g\) and \(u\) are nearly orbitals of the bare potential. Two configurations carry the correlation in the wavefunction; one Kohn–Sham orbital needs the peak to give the same density.

**Q.** Now keep your promise. Solve the interacting problem without putting in the answer.

**A.** I use a one-dimensional model with wells \(-\tfrac12\lambda(\lambda+1)\,\mathrm{sech}^2x\). The function \(\phi=\mathrm{sech}^\lambda x\) has \(\phi''=[\lambda^2-\lambda(\lambda+1)\,\mathrm{sech}^2x]\phi\), so its energy is \(-\lambda^2/2\). The decay constant is \(\lambda\), set to \(\alpha\) or \(\beta\). The repulsion is \(U\,\mathrm{sech}^2(x_1-x_2)\) with \(U=3\) hartree.

The two-electron Schrödinger equation is solved in a sine basis between hard walls, with grid spacing 0.25 bohr. The density and its derivatives come from the wavefunction, and (1) is used as \(v_s=\varepsilon+n''/(4n)-n'^2/(8n^2)\).

For \(\alpha=1.2\) and \(\beta=0.8\) per bohr, \(I_A=1.44/2=0.72\) and \(I_B=0.64/2=0.32\) hartree. The predicted step is 0.40 hartree and the predicted top is 0.72 hartree. The step is read as the difference of \(v_{\rm Hxc}\) between the well centres:

| \(R\) (bohr) | step (hartree) | peak top (hartree) |
|---|---|---|
| 8 | 0.4000 | 0.7937 |
| 12 | 0.4000 | 0.7291 |
| 16 | 0.4000 | 0.7209 |

At \(R=12\) bohr, \(E(2)=-1.0400\) hartree, the sum of the atomic energies, and one electron lies on each side of the density minimum.

**Q.** The step is right at once, but the peak is 10% too high at 8 bohr.

**A.** Yes. Relative to \(I_A\) the excess is 10%, then 1.3%, then 0.1%. The step is read where one atom dominates. The peak sits close to the density minimum, where a small absolute change in the density is a large relative one. Your worry was justified at moderate distance, but the excess dies out as \(R\) grows.

The positions agree well at \(R=12\) bohr. The normalized orbitals give \(\ln(C_A/C_B)=0.402\), so \(x_c=(-2.4+0.402)/2.0=-0.999\) bohr. The shift is \(\ln1.5/4=0.101\) bohr. This predicts the peak at \(-1.100\) and the density minimum at \(-0.898\) bohr; the computed values are \(-1.096\) and \(-0.898\) bohr.

**Q.** Does the second configuration account for the peak in the interacting state as well?

**A.** For \(\alpha=\beta=1\) per bohr, \(I=0.5\) hartree. I diagonalize the interacting wavefunction to get its natural orbitals, and put the two most occupied into (3). Midpoint values of \(v_s\), in hartree:

| \(R\) (bohr) | \(n_u\) | from density | \(g\) and \(u\) | \(g\) alone |
|---|---|---|---|---|
| 6 | 0.9664 | 0.691 | 0.710 | 0.074 |
| 10 | 0.9987 | 0.514 | 0.515 | 0.003 |
| 14 | 1.0000 | 0.501 | 0.501 | 0.000 |

Without \(u\) the peak is almost gone. At 6 bohr the two orbitals overshoot by 0.02 hartree, or 3% of the value from the density. The full density is the sum over all natural orbitals, so the difference belongs to the omitted ones. They hold only 0.0004 electron, but the midpoint density is small too.

**Q.** Your Heitler–London formula approaches \(I\) from below. These numbers come from above.

**A.** They do, so that formula describes the Heitler–London density and not the finite-distance correction of the interacting state. At \(R=10\) bohr, \(S=0.00091\) and the formula gives 0.4991 hartree. Inverting the Heitler–London density numerically gives 0.4989, against 0.5143 for the interacting state.

A grid spacing of 0.20 bohr leaves 0.5143 unchanged. Reducing \(U\) to 1 hartree lowers it to 0.5039. The excess therefore depends on the repulsion. My conjecture is that the repulsion thins out the density where the two electrons would meet in the bond, an effect absent from the Heitler–London product.

**Q.** One thing still bothers me. You set \(v_s\to0\) at infinity, but the plateau around A is at \(I_A-I_B\). What happens far to the left?

**A.** The plateau ends. B's density decays more slowly, so far behind A it overtakes A's. There both slopes are positive, \(\alpha\) and \(\beta\), and (2) gives

\[
v_s-\varepsilon=I_Ap+I_Bq+\tfrac12pq(\alpha-\beta)^2 .
\]

Its derivative with respect to \(p\) is \(\tfrac12(\alpha-\beta)[(\alpha+\beta)+(1-2p)(\alpha-\beta)]\). Since \(1-2p\ge-1\), this is at least \(\beta(\alpha-\beta)>0\). The potential falls steadily as \(p\) goes from 1 to 0, with no second peak. The densities are equal where \(\ln C_A+\alpha(x+R/2)=\ln C_B-\beta(R/2-x)\), or

\[
x_{\rm out}=-\frac{(\alpha+\beta)R/2+\ln(C_A/C_B)}{\alpha-\beta}.
\]

For \(R=12\) bohr this is \(-(12+0.402)/0.4=-31.0\) bohr. With \(p=q=\tfrac12\), \(v_s=(I_A-I_B)/2+(\alpha-\beta)^2/8=0.20+0.02=0.22\) hartree. High-precision differentiation of \(\sqrt{n_A+n_B}\) gives 0.40 hartree at \(x=-16\), 0.22 at \(x_{\rm out}\) and 0.00 at \(-60\) bohr.

**Q.** Is that also where the interacting plateau ends?

**A.** I have not computed that; the walls of the interacting calculation are closer in. B's tail must pass the occupied atom A, which can multiply it by some factor \(t\) but leaves its decay constant outside unchanged. Replacing \(C_B\) by \(tC_B\) moves \(x_{\rm out}\) by \(\ln t/(\alpha-\beta)\). The plateau still ends, at a shifted place.

**Q.** Real atoms have Coulomb tails, and you have neglected \(v_A\) and \(v_B\) in the bond.

**A.** Then they must be kept, and (2) allows it. Take two unit charges in three dimensions, each with orbital \(\propto e^{-r}\) and \(I=\tfrac12\), and the density \(n_A+n_B\). At the midpoint \(p=q=\tfrac12\), \(v_A=v_B=-2/R\), and the slopes are opposite unit vectors, so \(|\mathbf g_A-\mathbf g_B|^2=4\). Hence

\[
v_s=-\tfrac12+\left(\tfrac12-\tfrac2R\right)+\tfrac12\cdot\tfrac14\cdot4=\tfrac12-\tfrac2R .
\]

The external potential is \(-4/R\), so \(v_{\rm Hxc}=\tfrac12+2/R\). At \(R=10\) bohr these are \(v_s=0.30\) and \(v_{\rm Hxc}=0.70\) hartree. The peak is still there, but its top approaches \(I\) only as \(1/R\), much more slowly than with short-range wells. The interacting Coulomb density may add further finite-distance corrections, which this sum of atomic densities does not contain.
